# Silicon s and p spin populations from dangling-bond hyperfine constants

## The question

A silicon atom in an oxide-based low-k film that has lost one of its four bonds keeps an unpaired electron in an orbital pointing towards the missing neighbour. If the nucleus is \(^{29}\mathrm{Si}\), electron spin resonance shows a line pair whose separation depends on the angle between field and orbital. The mean coupling and its anisotropy are two numbers. Under stated conditions they give the s and p character of the orbital separately:

\[
\rho_s=\frac{a}{a_{\rm at}},\qquad \rho_p=\frac{b}{b_{\rm at}} .
\]

Here \(a\) is the isotropic and \(b\) the dipolar constant of the defect; \(a_{\rm at}\) and \(b_{\rm at}\) are the constants of one full unpaired electron in an atomic 3s or 3p orbital.

These references are calculated one-electron quantities, not hyperfine constants observed for the free atom. In the silicon ground configuration the 3s shell is closed, so no unpaired 3s electron is there to observe. The lowest level also has \(J=0\), for which a first-order magnetic hyperfine splitting vanishes.

## Spin Hamiltonian and its two constants

The electron moment is \(-g_e\mu_B\mathbf S\), with \(g_e>0\), and the nuclear moment is \(\mathbf m=g_N\mu_N\mathbf I\). Spins are dimensionless. Orbital magnetism (the spin–orbit correction to the tensor) is neglected.

Outside the nucleus the field of \(\mathbf m\) is the dipole field. Its strength at the origin follows from the vector potential \(\mathbf A=(\mu_0/4\pi)\,\mathbf m\times\mathbf r/r^3\) on a sphere of radius \(R\) with outward normal \(\mathbf n\):

\[
\int_{r<R}\mathbf B\,dV=\oint \mathbf n\times\mathbf A\,dS
=\frac{\mu_0}{4\pi}\oint\frac{\mathbf m-\mathbf n(\mathbf n\cdot\mathbf m)}{R^2}\,dS .
\]

The area element supplies \(R^2d\Omega\), and the angular mean of \(n_in_j\) is \(\delta_{ij}/3\). The result is \((\mu_0/4\pi)\,4\pi(1-\tfrac13)\mathbf m=\tfrac23\mu_0\mathbf m\). The dipole field averages to zero over each spherical shell, so a delta function must carry this integral:

\[
\mathbf B(\mathbf r)=\frac{\mu_0}{4\pi}\,\frac{3\mathbf r(\mathbf m\cdot\mathbf r)-r^2\mathbf m}{r^5}+\frac{2\mu_0}{3}\,\mathbf m\,\delta(\mathbf r).
\]

As a numerical test, the same surface integral of \(\mathbf n\times\mathbf A\) was evaluated for a current loop, on a sphere with 1.5 times the loop radius. It gives 0.666667 in units of \(\mu_0 m\).

The energy is \(-(-g_e\mu_B\mathbf S)\cdot\mathbf B=+g_e\mu_B\mathbf S\cdot\mathbf B\). For a doublet, the many-electron spin operator at a point acts as \(\mathbf S\,\rho_{\rm spin}(\mathbf r)\), where \(\rho_{\rm spin}=\rho_\uparrow-\rho_\downarrow\) is taken in the state \(M_S=+\tfrac12\) and integrates to one. Averaging gives \(H=\mathbf S\cdot\mathsf A\cdot\mathbf I\) with \(A_{ij}=a\,\delta_{ij}+T_{ij}\) and

\[
a=\frac{2\mu_0}{3}\,g_e\mu_Bg_N\mu_N\,\rho_{\rm spin}(0),
\]
\[
T_{ij}=\frac{\mu_0}{4\pi}\,g_e\mu_Bg_N\mu_N\int\rho_{\rm spin}(\mathbf r)\,\frac{3r_ir_j-r^2\delta_{ij}}{r^5}\,dV .
\]

In the second integral the angles are integrated first. For \(^{29}\mathrm{Si}\), \(g_N\) is negative, so a positive spin density gives a negative \(a\).

Let the defect have a threefold axis \(z\). The off-diagonal elements vanish and \(T_{xx}=T_{yy}\). Since \(3z^2-r^2=2r^2P_2(\cos\theta)\), define

\[
b=\tfrac12T_{zz}=\frac{\mu_0}{4\pi}\,g_e\mu_Bg_N\mu_N\left\langle\frac{P_2(\cos\theta)}{r^3}\right\rangle .
\]

The trace of \(\mathsf T\) is zero, so \(T_{xx}=T_{yy}=-b\). Therefore

\[
A_\parallel=a+2b,\qquad A_\perp=a-b,
\]
\[
a=\frac{A_\parallel+2A_\perp}{3},\qquad b=\frac{A_\parallel-A_\perp}{3}.
\]

## Why the two constants separate s from p

Take one unpaired electron whose orbital near silicon is \(c_s\phi_{3s}+c_p\phi_{3p_z}\), with real coefficients.

**Contact part.** A p orbital vanishes at the nucleus. Both the p density and the s–p cross term drop out:

\[
a=c_s^2\,a_{\rm at},\qquad a_{\rm at}=\frac{2\mu_0}{3}\,g_e\mu_Bg_N\mu_N|\phi_{3s}(0)|^2 .
\]

**Dipolar part.** The s–s term contains the angular mean of \(P_2\), which is zero. The s–p term contains \(P_2(\cos\theta)\cos\theta\), which is odd and integrates to zero. The p–p term has angular density \((3/4\pi)\cos^2\theta\). With \(x=\cos\theta\),

\[
\langle P_2\rangle_{pp}=\frac32\int_{-1}^{1}x^2\,\frac{3x^2-1}{2}\,dx
=\frac34\left(\frac65-\frac23\right)=\frac25 .
\]

Hence

\[
b=c_p^2\,b_{\rm at},\qquad b_{\rm at}=\frac25\,\frac{\mu_0}{4\pi}\,g_e\mu_Bg_N\mu_N\langle r^{-3}\rangle_{3p}.
\]

The direction of the hybrid sets the direction of the tensor axis and nothing else. As a test, a hybrid with populations 0.30 and 0.70 was tilted along \((1,2,2)/3\), and its tensor was integrated over three-dimensional space. The two ratios returned 0.3000 and 0.7000.

**Where separation fails.** A d component on silicon mixes with s in the dipolar constant, because

\[
\int Y_{00}P_2Y_{20}\,d\Omega=\frac{\sqrt5}{4\pi}\int P_2^2\,d\Omega
=\frac{\sqrt5}{4\pi}\,\frac{4\pi}{5}=\frac1{\sqrt5}.
\]

If \(f_0\) and \(f_2\) are the radial s and d parts of the orbital, the extra term is

\[
b_{sd}=\frac{\mu_0}{4\pi}\,g_e\mu_Bg_N\mu_N\,\frac{2}{\sqrt5}\int f_0f_2\,\frac{dr}{r},
\]

the 2 coming from the two cross terms. It is linear in the d amplitude, so a small d population need not give an equally small correction.

## What the populations measure in a bonded atom

A dangling-bond orbital also has a part \(\chi\) on the neighbouring atoms. Its tails reach the silicon core and add to the s and p channels there, so the coefficients of an orbital expansion are not directly what the nucleus senses.

The useful property is the fixed shape of valence orbitals near a nucleus. Let \(u_1,u_2\) be \(r\) times two radial functions of equal \(l\), in the same local potential, with energies \(\varepsilon_1,\varepsilon_2\). Multiplying each radial equation by the other function and subtracting gives

\[
\frac{d}{dr}\left(u_1u_2'-u_1'u_2\right)=\frac{2m_e}{\hbar^2}(\varepsilon_1-\varepsilon_2)\,u_1u_2 .
\]

The bracket vanishes at \(r=0\). If the right side were zero, the bracket would stay zero and \(u_2\) would be proportional to \(u_1\). At small \(r\) its integral is small, so the functions nearly share one shape. A constant shift of the potential acts like a shift of \(\varepsilon\). Therefore, in the core region,

\[
f_l(r)\simeq C_l\,f_l^{\rm at}(r),\qquad \rho_s\simeq C_s^2,\quad \rho_p\simeq C_p^2 .
\]

The ratios are core-region intensities relative to the atom, or effective populations. Their sum is not bound to one. For \(\psi=c_s\phi_{3s}+c_p\phi_{3p}+\chi\), normalization reads

\[
1=c_s^2+c_p^2+\langle\chi|\chi\rangle+2c_s\langle\phi_{3s}|\chi\rangle+2c_p\langle\phi_{3p}|\chi\rangle ,
\]

and negative overlap terms allow \(c_s^2+c_p^2>1\). A change of the outer radial shape on bonding can have the same effect.

Spin polarization is a separate correction. In a single determinant with one more up than down electron, some combination of the occupied up orbitals is orthogonal to all occupied down orbitals. It is an eigenvector of the spin-density matrix with eigenvalue one and represents the unpaired electron. The rest has zero net spin but may have a non-zero density at the nucleus. Thus

\[
a=a_{\rm orb}+a_{\rm pol},\qquad b=b_{\rm orb}+b_{\rm pol}.
\]

The error \(a_{\rm pol}/a_{\rm at}\) in \(\rho_s\) is additive. In the limit of a planar centre whose plane is a mirror plane, an unpaired orbital that is odd under the reflection has no s part, and \(a=a_{\rm pol}\). The ratio \(a/a_{\rm at}\) then says nothing about hybridization.

## Worked case: silicon with three oxygen back-bonds

The cluster Si(OH)\(_3\) represents an E′-type defect. Its geometry is chosen, not relaxed: Si–O 1.62 Å, O–H 0.96 Å, O–Si–O 109.5° and Si–O–H 118°. Each O–H bond lies in the plane of the threefold axis and its Si–O bond, and points away from the dangling orbital. The spin density is from unrestricted PBE0 with an uncontracted silicon basis and 6-31G on O and H. Its \(\langle S^2\rangle=0.7510\) is close to the doublet value 0.75. The references use PBE0 for a spherically averaged atom, with the two 3p electrons spread evenly over three orbitals.

With \(g_N=-1.1106\) and lengths in bohr, the dipolar prefactor is \(-106.086\) MHz bohr³. The contact prefactor is \(8\pi/3\) times this, \(-888.74\) MHz bohr³. All constants are quoted after division by \(h\). The atomic values \(|\phi_{3s}(0)|^2=4.3565\) bohr⁻³ and \(\langle r^{-3}\rangle_{3p}=2.1493\) bohr⁻³ give

\[
a_{\rm at}=-888.74\times4.3565=-3872\ \mathrm{MHz},
\]
\[
b_{\rm at}=0.4\times(-106.086)\times2.1493=-91.2\ \mathrm{MHz}.
\]

The cluster tensor has \(A_\parallel=-1353.7\) MHz and \(A_\perp=-1154.4\) MHz, so

\[
a=\frac{-1353.7-2\times1154.4}{3}=-1220.8\ \mathrm{MHz},
\]
\[
b=\frac{-1353.7+1154.4}{3}=-66.4\ \mathrm{MHz}.
\]

The populations are

\[
\rho_s=\frac{1220.8}{3871.8}=0.32,\qquad \rho_p=\frac{66.4}{91.2}=0.73 .
\]

Their ratio is \(\rho_p/\rho_s=2.3\), and the s share of their sum is 30%. As magnetic fields, \(|a|\) and \(|b|\) are 43.6 mT and 2.37 mT.

### Reading the sum

In this basis the sum is 1.04, more than one electron. Spin polarization contributes \(-48.0\) MHz to \(a\) and \(-1.9\) MHz to \(b\), or 4% and 3% of the totals. The unpaired orbital alone gives 0.303 and 0.708. Their sum, 1.01, differs from one by less than the choice of atomic reference changes it, so this small excess has no significance.

The core-region reading can be checked on this orbital. Its s and p charges inside 25 pm, divided by those of the atomic orbitals in the same sphere, are 0.301 and 0.699. These are close to the hyperfine ratios. Inside 100 pm the charge ratios are 0.281 and 0.708.

The squared overlaps with the free-atom 3s and 3p orbitals are smaller: 0.26 and 0.40. The s value lies 13% below the hyperfine population of the same orbital, while the p value is little more than half of it. Since the p charge ratio hardly changes out to 100 pm, the discrepancy points to the outer region. Its cause there was not isolated. A hyperfine population should therefore not be compared with an overlap population as if the two were one quantity.

### Remaining dipolar terms

Of the orbital's \(b_{\rm orb}=-64.5\) MHz, the p–p term inside 100 pm supplies \(-62.6\) MHz and the s–d term \(-0.8\) MHz. Other channels and the outer region leave \(-1.1\) MHz. Strict separation thus holds to a few per cent here.

Spin on the oxygen atoms also acts directly on the silicon nucleus. For total oxygen spin \(q\) at distance \(R\) and polar angle \(\beta\), the point-dipole estimate is

\[
b_{\rm O}=\frac{\mu_0}{4\pi}\,g_e\mu_Bg_N\mu_N\,\frac{q\,(3\cos^2\beta-1)}{2R^3}.
\]

The Mulliken value \(q=-0.010\) gives \(-0.013\) MHz. Mulliken spins depend on the basis, and with diffuse functions on silicon neither the sign nor the size of this \(q\) is reliable. Real-space atomic cells in a polarized basis give a positive oxygen spin of roughly 0.1 to 0.2. The estimate is linear in \(q\), so this range gives about \(+0.12\) to \(+0.25\) MHz, still small beside \(b\).

### Sensitivity to the atomic reference

Replacing the PBE0 atom by Hartree–Fock with the same fractional occupations gives \(a_{\rm at}=-3505\) MHz and \(b_{\rm at}=-67.3\) MHz. The populations become 0.35 and 0.99. The p reference has fallen by 26% relative to PBE0. Basis incompleteness does not explain this: against a larger basis, both Hartree–Fock constants differ by less than 0.2%.

The fractional occupation itself is suspect. Let \(J\) and \(K\) be Coulomb and exchange integrals between 3p orbitals, with \(J_{xx}=J_{xy}+2K_{xy}\). Each orbital holds \(2/3\) electron, so the shell repels an electron in \(p_x\) by

\[
\tfrac23(J_{xx}+2J_{xy})-\tfrac13(J_{xx}+2K_{xy})
=\tfrac13J_{xx}+\tfrac43J_{xy}-\tfrac23K_{xy}=\tfrac53J_{xy},
\]

where \(K_{xx}=J_{xx}\) was used. In the real triplet, with one electron in each of two orbitals, it is \(J_{xy}-K_{xy}\). The averaged field is too repulsive by \(\tfrac23J_{xy}+K_{xy}\), which favours a more diffuse 3p orbital and a smaller \(\langle r^{-3}\rangle\). This accounts for most of the low \(b_{\rm at}\): open-shell Hartree–Fock for the real triplet gives about \(-3360\) and \(-86\) MHz, and populations near 0.36 and 0.77. The value 0.99 is therefore an artefact of the averaged atom rather than a property of Hartree–Fock.

PBE0 contains a quarter of exact exchange and was applied to the same averaged, unpolarized atom, so its reference is not free of this question either: for the real triplet its \(b_{\rm at}\) is about \(-97\) MHz and \(\rho_p\) about 0.69, while \(a_{\rm at}\) hardly moves. The comparison shows sensitivity and is not an error bar. For implementation, report \(a_{\rm at}\), \(b_{\rm at}\) and their level of theory with every population, and compare defects only with one fixed pair of references.

## Extracting the constants from a spectrum

Let the field lie along the bond, let \(\zeta=g_e\mu_BB/h\), take the tensor components in frequency units, and neglect the nuclear Zeeman energy. The states with parallel spins have energies \(\pm\zeta/2+A_\parallel/4\). The other two are coupled by \(A_\perp/2\) and have energies \(-A_\parallel/4\pm\tfrac12\sqrt{\zeta^2+A_\perp^2}\). At spectrometer frequency \(\nu\) the two electron transitions obey

\[
\tfrac12\left(\zeta+\sqrt{\zeta^2+A_\perp^2}\right)=x_\pm,\qquad x_\pm=\nu\pm\tfrac12|A_\parallel| .
\]

Isolating the root and squaring gives \(A_\perp^2=4x_\pm^2-4x_\pm\zeta_\pm\), hence \(\zeta_\pm=x_\pm-A_\perp^2/(4x_\pm)\). Subtracting the two solutions,

\[
\zeta_+-\zeta_-=|A_\parallel|\left[1+\frac{A_\perp^2}{4\nu^2-A_\parallel^2}\right].
\]

For \(\nu\gg|A_\parallel|,|A_\perp|\) the bracket tends to one and the splitting is first order. At 9.5 GHz the correction is 0.37%. Diagonalization including the nuclear Zeeman energy puts the lines at 313.48 and 361.97 mT. Their separation is 48.48 mT, against 48.30 mT at first order.

In an amorphous film the bonds point in all directions, so the two components come from a fit to the orientation-averaged line shape, not from turning the sample.

Line separations give magnitudes, so a relative sign must be chosen. With equal signs the example gives the populations above. With opposite signs, \(|b|=(1353.7+1154.4)/3=836\) MHz and \(\rho_p=9.2\), which is untenable for one electron.

The dipolar constant is also the more fragile one. Independent errors \(\delta\) in the two tensor components produce \(\sqrt5\,\delta/3\) in \(a\) and \(\sqrt2\,\delta/3\) in \(b\). For \(\delta=5\) MHz these are 3.7 and 2.4 MHz, or 0.001 in \(\rho_s\) but 0.026 in \(\rho_p\).

## Use for oxide and low-k films

E′-type centres in silica show an isotropic splitting of roughly 40 mT, so the model's 43.6 mT has the right size. This agreement does not validate the second digit, because the geometry was chosen, the effect of the Si–O–H angle and the O–H directions was not examined, the network was cut off and the oxygen basis has no polarization functions. Adding d functions on oxygen and three d shells on silicon lowers \(|a|\) by about 7%, to 40.5 mT, and gives populations near 0.29 and 0.72. Real films have a spread of bond angles. Opening O–Si–O by 3°, with bond lengths and Si–O–H angle fixed, changes \(a\) by \(+47.8\) MHz. Its magnitude falls by 4% and \(\rho_s\) by 0.012. In this basis the p population also falls, by 0.014, so here the lost s intensity does not reappear as p intensity; this small change was obtained in one basis only.

The example does not cover silicon with carbon, hydrogen or silicon back-bonds, as can occur in carbon-doped films or at a silicon interface. Those centres need their own cluster calculation, though the atomic references can stay the same. Relativity, the surrounding matrix and vibrational averaging at the temperature of use are also left out. The 3° result shows the response to a chosen static change of angle, not a thermal average.

The main computed values are listed in the numerical output.

## Calculated quantities

```
nuclear g factor of 29Si (input)            -1.1106
loop field integral / (mu0 m)               0.666667
dipolar prefactor                           -106.086 MHz bohr^3
contact prefactor                           -888.74 MHz bohr^3
atomic 3s density at nucleus, PBE0          4.3565 bohr^-3
atomic 3p <r^-3>, PBE0                      2.1493 bohr^-3
a_at, PBE0                                  -3871.8 MHz
b_at, PBE0                                  -91.20 MHz
a_at, Hartree-Fock                          -3504.5 MHz
b_at, Hartree-Fock                          -67.32 MHz
basis error of a_at, b_at (HF)              -0.13, -0.17 %
test hybrid: s, p put in                    0.3000, 0.7000
test hybrid: s, p recovered                 0.3000, 0.7000
cluster Si-O, O-H lengths                   1.62, 0.96 angstrom
cluster O-Si-O, Si-O-H angles               109.5, 118.0 degree
cluster <S^2>                               0.7510
cluster a                                   -1220.8 MHz
cluster b                                   -66.45 MHz
cluster |a|, |b| as field                   43.56, 2.371 mT
cluster A_par, A_perp                       -1353.7, -1154.4 MHz
departure from axial symmetry / b           2.8e-05
rho_s, rho_p (PBE0 reference)               0.3153, 0.7286
rho_s + rho_p                               1.0439
rho_p / rho_s                               2.311
s share rho_s/(rho_s+rho_p)                 0.3020
rho_s, rho_p (Hartree-Fock reference)       0.3484, 0.9870
single orbital: a, b                        -1172.8, -64.52 MHz
spin polarization: a, b                     -48.0, -1.93 MHz
single orbital: a/a_at, b/b_at              0.3029, 0.7075
s, p charge ratio inside  25 pm             0.3013, 0.6986
s, p charge ratio inside 100 pm             0.2807, 0.7082
squared overlap with atomic 3s, 3p          0.2643, 0.4024
single orbital b: p-p, s-d inside 100 pm    -62.61, -0.79 MHz
Mulliken spin on three O atoms              -0.0104
point-dipole b from O spin                  -0.013 MHz
O-Si-O angle increase                       3.0 degree
resulting change of a, b                    47.8, 1.28 MHz
resulting change of rho_s, rho_p            -0.0123, -0.0140
spectrometer frequency                      9.5 GHz
line fields, B along bond                   313.48, 361.97 mT
splitting exact, first order                48.483, 48.304 mT
```
